# Positive exchange bias after cooling in a strong magnetic field

## What goes wrong

A ferromagnetic film on an antiferromagnet is usually given its exchange bias by cooling in a magnetic field. Someone who expects the hysteresis loop to shift against that field may use a larger magnet to set the bias more firmly. If the interface coupling is antiferromagnetic, the larger field can reverse the shift. In the example below, cooling in 1 T gives a bias of −17.6 mT and cooling in 3 T gives +17.6 mT, with the same film, interface and cooling rate.

The sign is decided while the antiferromagnet can still reverse. Interface exchange pulls its uncompensated moment against the film, and the field pulls that moment along the film. Freezing preserves the outcome.

## The competing energies

Take the cooling field $B_c>0$ as the positive direction. The film has magnetic moment per area $m_F$ and direction $s=\pm1$. The antiferromagnet consists of independent uniaxial grains of area $A$, each turning as one unit with order direction $\sigma=\pm1$. Its net moment per area is $m$ at full order. This includes every uncompensated spin that turns with the grain, inside it as well as at the interface.

Let $L$ be the antiferromagnetic order relative to full order. I assume that the net moment and the interface exchange both scale with $L$. The energy per area that depends on the two directions is

$$
\frac{E}{A}=-m_FBs-LmB\sigma-LJs\sigma .
$$

Here $J<0$ means antiferromagnetic interface coupling. Exchange inside the antiferromagnet and its uniaxial anisotropy are absent because they do not change when all its spins are reversed. The energy of choosing $\sigma$ is therefore much smaller than the total exchange energy of the grain.

For $J=-|J|$ the three relevant states are

$$
\begin{aligned}
E_{+-}/A&=-m_FB+LmB-L|J|,\\
E_{++}/A&=-m_FB-LmB+L|J|,\\
E_{-+}/A&=+m_FB-LmB-L|J|,
\end{aligned}
$$

where the first index is $s$ and the second $\sigma$. The state $--$ lies above $++$ by $2B(m_F+Lm)$. Subtraction gives

$$
E_{-+}-E_{+-}=2AB(m_F-Lm).
$$

If $m_F>m$, this is positive for every $L\le1$, and the film stays along the field. The remaining choice is between $+-$ and $++$:

$$
E_{+-}-E_{++}=2LA(mB-|J|).
$$

The aligned state wins when

$$
B_c>B^*=\frac{|J|}{m}.
$$

The factor $L$ cancels because the moment and the interface exchange were assumed to scale alike. Under that assumption weaker order near the ordering temperature does not move the threshold; the section on real bilayers shows how far it can move otherwise.

Moment inside the grain matters because it adds Zeeman energy without adding interface exchange. This was tested by summing over all states of a small Ising antiferromagnet, a checkerboard of three rows and five columns. Its internal bonds had strength 10, its interface coupling strength 1, and each spin unit moment. The intact cluster has one net interface spin and one net spin in total, and its threshold is 1.000 in these units. Removing one minority spin from the row farthest from the interface raises the total to two, and the threshold falls to 0.500. Both values are for a temperature of 0.5, where the cluster is fully ordered. At a temperature of 20, where the order has fallen to about two thirds, the thresholds are 1.21 and 0.60, so the cancellation of $L$ is not exact on a lattice.

## How the choice freezes

With the film along the field, define half the energy difference as

$$
D=LA(mB-|J|).
$$

For coherent rotation of the grain by an angle $\theta$ from the positive direction,

$$
E(\theta)=E_b\sin^2\theta-D\cos\theta,\qquad E_b=KVL^2,
$$

where $K$ is the anisotropy density at full order, assumed to scale as $L^2$, and $V$ is the grain volume. The derivative is

$$
\frac{dE}{d\theta}=\sin\theta\,(2E_b\cos\theta+D).
$$

Between the two easy directions the maximum lies at $\cos\theta=-h$, with $h=D/(2E_b)$ and $|h|<1$. Its energy is

$$
E_b(1-h^2)+2E_bh^2=E_b(1+h^2).
$$

The starting energies are $+2E_bh$ for $\sigma=-1$ and $-2E_bh$ for $\sigma=+1$. The barriers are therefore

$$
E_{-\to+}=E_b(1-h)^2,\qquad E_{+\to-}=E_b(1+h)^2.
$$

They differ by $4E_bh=2D$. With equal attempt rates, the upward and downward rates satisfy

$$
\frac{r_+}{r_-}=e^{2D/k_BT}.
$$

If $P_\pm$ are the probabilities of the two directions, then $\langle\sigma\rangle=P_+-P_-$ and $P_++P_-=1$. Hence

$$
\frac{d\langle\sigma\rangle}{dt}=2(r_+P_--r_-P_+)
=(r_+-r_-)-(r_++r_-)\langle\sigma\rangle .
$$

Setting the derivative to zero gives the equilibrium value

$$
\langle\sigma\rangle_{\rm eq}=\frac{r_+-r_-}{r_++r_-}
=\tanh\frac{D}{k_BT}.
$$

On cooling, $E_b/k_BT$ grows and the rates collapse. I define the freezing temperature $T_f$ at $D=0$ as the point after which the integral of $r_++r_-$ over the remaining time is one. With $L_f=L(T_f)$, the frozen average is approximately

$$
\langle\sigma\rangle\simeq
\tanh\!\left[\frac{L_fA(mB_c-|J|)}{k_BT_f}\right].
$$

This replaces a narrow range of freezing temperatures by one value.

## From frozen spins to a shifted loop

The loop is measured at low temperature, where $L\simeq1$ and the grains no longer reverse. For a stiff film that averages over many grains, at angle $\phi$ and with uniaxial anisotropy $K_F$ per area,

$$
\frac{E_F}{A}=-(m_FB+J\langle\sigma\rangle)\cos\phi+K_F\sin^2\phi .
$$

The curvature is $m_FB+J\langle\sigma\rangle+2K_F$ at $\phi=0$ and $-(m_FB+J\langle\sigma\rangle)+2K_F$ at $\phi=\pi$. Each direction becomes unstable when its curvature vanishes, so the two switching fields are

$$
B_\mp=\frac{-J\langle\sigma\rangle\mp2K_F}{m_F}.
$$

Their midpoint is the exchange bias:

$$
B_E=-\frac{J\langle\sigma\rangle}{m_F}
=\frac{|J|}{m_F}\tanh\!\left[\frac{L_fA(mB_c-|J|)}{k_BT_f}\right].
$$

After weak-field cooling, $\sigma=-1$: the frozen spins favour the original film direction, and a negative field is needed to overcome them. After strong-field cooling, $\sigma=+1$: the same antiferromagnetic coupling now favours the reversed film, and the loop moves to positive field.

## How large the effect is

The example uses round parameters in the rough regime of a metallic ferromagnet on a transition-metal difluoride. The film has magnetization 1.70 MA/m and thickness 10 nm, so $m_F=17.0$ mA. The coupling is $J=-0.30$ mJ/m². The grain moment is 15 Bohr magnetons per nm², or $m=0.139$ mA. Thus

$$
B^*=\frac{0.30\times10^{-3}}{0.139\times10^{-3}}\ {\rm T}
\simeq2.16\ {\rm T}\quad(21.6\ {\rm kOe}),
$$

$$
\frac{|J|}{m_F}=\frac{0.30\times10^{-3}}{17.0\times10^{-3}}\ {\rm T}
\simeq17.6\ {\rm mT}.
$$

Each grain covers 100 nm² and is 6 nm thick, with $K=0.50$ MJ/m³. The ordering temperature is 80 K, the attempt rate $10^9$ s⁻¹ and the cooling rate 0.05 K/s. With a mean-field law for $L(T)$, freezing occurs at 77.8 K, where $L_f=0.281$. The exchange energy of a grain, $L_fA|J|$, is then 52.7 meV. The Zeeman energy $L_fAmB_c$ is 2.4 meV at 0.1 T and 122 meV at 5 T, while $k_BT_f$ is 6.7 meV. If both scale with $L$, either term can therefore dominate well beyond thermal uncertainty.

Following the rates through the whole cooling run, and then tracing the film loop, gives:

| Cooling field (T) | Average $\sigma$ | Bias (mT) |
|---:|---:|---:|
| 1.0 | −1.00 | −17.6 |
| 2.0 | −0.52 | −9.2 |
| 2.3 | +0.49 | +8.6 |
| 3.0 | +1.00 | +17.6 |

The field scale of the crossover is $k_BT_f/(L_fAm)=0.275$ T. At fields from 0 to 5 T in steps of 0.1 T, the closed formula differs from the computed average $\sigma$ by at most 0.0093 in absolute value. Beyond the crossover a stronger field adds almost nothing, because for rigid grains the bias is limited by $|J|/m_F$.

Two changes, each made with the other settings fixed, isolate the cause. With ferromagnetic coupling of the same strength, exchange and field both favour $\sigma=+1$, and the bias after 5 T is −17.6 mT. With antiferromagnetic coupling but no grain moment, the field has nothing to pull on, and the bias is again −17.6 mT.

Timing matters as well. Reducing the field from 5 to 0.1 T at 78.8 K, 1 K above $T_f$, leaves negative bias. Making the same change at 72.8 K leaves positive bias. Raising the field from 0.1 to 5 T gives the opposite pair of signs. In all four runs the field present during freezing sets the sign. $T_f$ is not a sharp cutoff, because a field away from $B^*$ lowers the barrier out of the unfavoured state. A change 0.5 K below $T_f$ still resets the sign in both directions, and 1 K below it the step from 0.1 to 5 T still gives an average $\sigma$ of about +0.7. About 2 K below $T_f$ neither change has any effect.

## Where the model needs care

**Canting and spin flop.** A strong field also cants the two sublattices. Let each have magnetization $M$ and feel an exchange field $B_X$ from the other. When the order is perpendicular to $B$, a tilt $a$ towards the field costs

$$
u=-2MB\sin a+2MB_X\sin^2a .
$$

Minimization gives $\sin a=B/(2B_X)$ and $u=-MB^2/(2B_X)$. This gain is the same for both signs of $\sigma$, so it lowers the barrier without moving $B^*$. It equals the anisotropy cost $K$ at the spin-flop field $B_{sf}=\sqrt{2B_XK/M}$. For $M=0.60$ MA/m and $B_X=50$ T, $B_{sf}\simeq9.1$ T. At 5 T and full order the barrier falls by 30%.

Near the ordering temperature $T_N$ two things change. The perpendicular gain stays the same, because $M$ and $B_X$ both scale with $L$. A field along the order now also magnetizes the sublattices, so the gain that counts is the difference between the two. Linearizing the mean-field law $L=\tanh(LT_N/T)$ in a field along the order changes each relative sublattice magnetization by $\delta=q(B/B_X-\delta)$, with $q=(1-L^2)T_N/T$ and $B_X$ at full order. The gain along the order is $MB\delta=MB^2q/[(1+q)B_X]$, so the difference is $(1-q)/(1+q)$ times $MB^2/(2B_X)$. At $T_f$ this factor is 0.027, while the anisotropy has fallen by $L_f^2=0.079$, so this difference lowers the barrier at 5 T by about 10%. The field along the order also weakens the order itself. Expanding the mean-field law near $T_N$ gives a fall of about $3\delta^2$ in $L^2$, here about 9%, and the anisotropy falls with it. Together the two effects lower the barrier by roughly 20%. The numerical run uses the full-order fraction, 30% at 5 T, throughout cooling, which overstates the effect at $T_f$. Even so, the average $\sigma$ changes by at most 0.017 at fields from 0 to 5 T in steps of 0.1 T. The two-state picture fails as spin flop is approached.

**Twisting.** With exchange stiffness $A_x=2.0$ pJ/m, a small nonuniform rotation $\eta$ about the hard direction has energy density $A_x\eta'^2-K\eta^2$. The first nonuniform mode with free ends, $\cos(\pi z/t)$, costs energy if $t<\pi\sqrt{A_x/K}=6.3$ nm. The 6 nm thickness satisfies this narrowly, but the width does not: a square grain of 100 nm² is 10 nm across. It can therefore also reverse by moving a wall across its width. With $A_x\theta'^2=K\sin^2\theta$, a wall costs $2\sqrt{A_xK}\int_0^\pi\sin\theta\,d\theta=4\sqrt{A_xK}$ per area, or about 1.5 eV for a 60 nm² cross-section at full order, against $KV=1.9$ eV for coherent rotation. The coherent barrier used in the example is thus an upper estimate. Nonuniform reversal lowers the barrier and $T_f$ but does not change the energy difference between the uniform end states.

The end states stay uniform only while the interface pull $L|J|$ is below the stiffness $L^2k$ of the grain against a twist from its surface, with $k=2\sqrt{A_xK}\tanh(t\sqrt{K/A_x})$. At $T_f$ the ratio is 0.54. During the loop the same softness changes the coupling to $|J|k/(k\pm|J|)$ on the two branches and moves the centre from −17.6 to −18.1 mT. The stiffness used is also generous. The sublattice energy $MB_X(1-\cos\Delta)$, with neighbours a distance $d$ apart along the gradient, gives $A_x=MB_Xd^2/2$, or 0.4 to 0.9 pJ/m on a rutile difluoride lattice. The thickness limit is then 2.9 to 4.2 nm, which a 6 nm grain exceeds. The pull ratio at $T_f$ becomes 0.8 to 1.2 before any stabilization by the field, and the loop centre becomes −18.6 to −19.8 mT.

**Shrinking order.** The barrier $KVL^2$ keeps $L$ fixed during rotation. Here $K/(MB_X)=0.017$ is comparable with $1-T_f/T_N=0.027$, so the order shrinks in the hard direction. Minimizing the two-sublattice mean-field free energy there gives a barrier of 0.70 $KVL^2$ at 77.8 K. Freezing then moves to 77.2 K, with $L_f=0.32$ and a crossover scale of 0.24 T instead of 0.275 T.

**Unequal grains.** If $|J|$ has a Gaussian spread of 30% of its mean, with $m$ and the freezing conditions fixed, the mean bias vanishes at 2.34 T instead of 2.16 T. At the original threshold the strongly coupled grains still freeze with $\sigma=-1$, and they carry more weight in the bias.

**Real bilayers.** Positive bias after strong-field cooling is known in difluoride bilayers. The grain moment chosen here is large, comparable with a substantial part of an uncompensated atomic layer. If only an interface moment of 5 Bohr magnetons per nm² were present, with $J$ unchanged, the threshold would be 6.5 T. Anisotropy also varies strongly within this class. Interface spins have fewer antiferromagnetic neighbours, so near $T_N$ their order can fall faster than the order inside the grain. An uncompensated moment is also screened by its neighbours, so the threshold can move either way from the value of $|J|/m$ found from low-temperature $J$ and $m$. In site-resolved mean field at $T_f$, a simple cubic slab with one surface vacancy and two inner vacancies keeps 0.04 of its net interface spin and 0.08 of its net moment, and the threshold falls to about half. In an odd stack of uncompensated layers, summing the linearized law $m_l\simeq-(m_{l-1}+m_{l+1})/2$ over the layers gives a net moment of half the end-layer spin, and the threshold nearly doubles. In both cases the factors lie well below $L_f=0.28$. The exchange energy of a grain is then only 7 to 9 meV, close to $k_BT_f$, and the crossover is about 1 T wide or more. Real antiferromagnets need not consist of independent grains. Coupling between identical grains does not change the energy crossing of the two uniform states, but it can alter the width and history dependence of the transition; that change is not sized here. Noncollinear interface order and changes during repeated loops are also omitted.

## What to do about it

- **Map the sign.** Measure the bias after several cooling fields, starting each run above the ordering temperature. A change from negative to positive supports antiferromagnetic coupling. Its absence does not rule it out, because the threshold may lie above the available field or above spin flop.
- **Keep clear of the crossover.** For identical grains, a distance of two thermal widths from $B^*$ gives $|\langle\sigma\rangle|\simeq\tanh2=0.96$. Here that means cooling below about 1.6 T for negative bias or above about 2.7 T for positive bias. A spread of coupling, or interface order weaker than $L_f$, calls for a wider margin.
- **Hold the field through freezing.** A field applied only above $T_f$, or only well below it, does not set the sign in this model.
- **Use both measured fields.** Dividing the saturated bias by the threshold gives $(|J|/m_F)/(|J|/m)=m/m_F$. With $m_F$ known, this estimates the moment that turned with the grains, provided they are nearly identical, all stay frozen during the loop, and their moment and interface exchange weaken in the same proportion on warming to $T_f$. If the interface exchange weakens faster, the estimate is too high; if the moment weakens faster, it is too low. Either error can be about a factor of two.

The complete set of values is in the numerical output below.

## Numbers as computed

```
Cluster threshold, no vacancy: 1.000 model units
Cluster threshold, inner vacancy: 0.500 model units
Film magnetization: 1.70 MA/m
Film thickness: 10.0 nm
Film areal moment m_F: 17.00 mA
Interface exchange J: -0.30 mJ/m2
Grain net moment m: 15.0 Bohr magnetons/nm2
Grain net moment m: 0.1391 mA
Grain area; thickness: 100 nm2; 6.0 nm
Anisotropy K: 0.50 MJ/m3
Ordering temperature: 80.0 K
Attempt rate; cooling rate: 1.0e+09 1/s; 0.050 K/s
Threshold cooling field: 2.157 T = 21.57 kOe
Threshold with interface moment only: 6.47 T
Interface part of moment: 5.0 Bohr magnetons/nm2
Full-order grain barrier: 1.872 eV
Freezing temperature: 77.84 K
Reduced order at freezing: 0.281
Thermal energy at freezing: 6.708 meV
Barrier/thermal energy at freezing: 22.08
Grain exchange energy at freezing: 52.66 meV
Grain Zeeman energy at freezing, 0.1 T: 2.44 meV
Grain Zeeman energy at freezing, 5.0 T: 122.10 meV
Thermal field width kT_f/(L_f A m): 0.275 T
Largest formula error in mean sigma: 0.0093
Largest possible bias |J|/m_F: 17.65 mT
Cool 0.1 T: sigma -1.000; edges -27.65, -7.60 mT; bias -17.62 mT
Cool 1.0 T: sigma -1.000; edges -27.65, -7.60 mT; bias -17.62 mT
Cool 2.0 T: sigma -0.522; edges -19.25, +0.80 mT; bias -9.22 mT
Cool 2.3 T: sigma +0.486; edges -1.45, +18.60 mT; bias +8.58 mT
Cool 3.0 T: sigma +0.997; edges +7.55, +27.60 mT; bias +17.58 mT
Cool 5.0 T: sigma +1.000; edges +7.60, +27.65 mT; bias +17.63 mT
Ferromagnetic J: bias after 5 T: -17.65 mT
No grain moment: bias after 5 T: -17.65 mT
Field 5.0 to 0.1 T at 78.84 K: bias -17.65 mT
Field 5.0 to 0.1 T at 72.84 K: bias +17.65 mT
Field 0.1 to 5.0 T at 78.84 K: bias +17.65 mT
Field 0.1 to 5.0 T at 72.84 K: bias -17.65 mT
Sublattice magnetization: 0.60 MA/m
AF exchange field: 50.0 T
Spin-flop field estimate: 9.13 T
Canting barrier reduction at 5 T: 30.0 %
Largest canting change in sigma, 0-5 T: 0.0170
AF exchange stiffness: 2.0 pJ/m
Uniform-rotation thickness limit: 6.28 nm
Interface pull/twist limit at freezing: 0.536
Loop temperature; maximum field: 10.0 K; 60.0 mT
Loop barrier/thermal energy: 1955
Mean-bias zero with 30% J spread: 2.344 T
Mean bias with J spread after 5 T: +17.65 mT
```
